# Valley repopulation and the inverse-temperature law of piezoresistance

## Theorem

Consider a cubic crystal of class $m\bar3m$, $432$ or $\bar43m$ (in classes $23$ and $m\bar3$ the cube axes are only twofold, and the two transverse coefficients can differ) whose conduction electrons occupy six equivalent ellipsoidal valleys on the $\langle100\rangle$ axes. Let $m_l$ and $m_t$ be the masses along and across a valley axis, and $K=\mu_t/\mu_l$ the ratio of the transverse to the longitudinal mobility of one valley. Stress $X_{ab}$ is positive in tension. The piezoresistance coefficients are defined by the relative change of resistivity to first order in stress,

$$\frac{\delta\rho_{xx}}{\rho_0}=\pi_{11}X_{xx}+\pi_{12}(X_{yy}+X_{zz}),\qquad \frac{\delta\rho_{xy}}{\rho_0}=\pi_{44}X_{xy}.$$

Under the assumptions below,

$$\boxed{\;\pi_{11}=-\frac23\,\frac{K-1}{2K+1}\,\frac{\Xi_u}{(C_{11}-C_{12})\,kT},\qquad \pi_{12}=-\frac{\pi_{11}}2,\qquad \pi_{44}=0\;}$$

with $K=m_l/m_t$. Here $\Xi_u$ is the shear deformation potential, $C_{11}$ and $C_{12}$ are elastic stiffnesses, and $kT$ is the thermal energy.

**Assumptions.**

1. The total electron density $N$ does not change with stress, and the valleys share one chemical potential $\zeta$.
2. The electrons are nondegenerate.
3. Strain shifts the valley edges linearly and leaves the masses unchanged.
4. Scattering is described by a relaxation time $\tau(w)$, where $w$ is the energy above the electron's own valley edge. The function $\tau(w)$ is the same in all valleys and does not change with strain.

The coefficients are proportional to $1/T$ if, in addition, the ratio $\Xi_u/(C_{11}-C_{12})$ and $K$ do not depend on temperature. The coefficients describe resistivity. The resistance of a sample also changes because its length and cross-section change, and that part is not included.

## Lemma 1: the valley splitting

*Under uniaxial stress $X$ along $[100]$, the $x$ valleys rise relative to the $y$ and $z$ valleys by $\Xi_uX/(C_{11}-C_{12})$.*

**Proof.** A linear edge shift has the form $\sum_{ab}D_{ab}\varepsilon_{ab}$, with $\varepsilon$ the strain and $D$ a symmetric tensor. Time reversal gives the valleys at $\mathbf n$ and $-\mathbf n$ the same tensor, so $D$ must be invariant under every point operation of the crystal that maps the valley axis $\mathbf n$ to $\pm\mathbf n$. In the classes named above these include a fourfold rotation or rotoinversion about a $\langle100\rangle$ axis, and a threefold rotation about a $\langle111\rangle$ axis. Either leaves a multiple of the unit tensor and a multiple of $\mathbf n\mathbf n$, so

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .$$

The valleys at $\mathbf n$ and $-\mathbf n$ shift together, so the six valleys form three pairs labelled $x,y,z$. For stress along $[100]$, $\varepsilon_{yy}=\varepsilon_{zz}$, and Hooke's law reads

$$C_{11}\varepsilon_{xx}+2C_{12}\varepsilon_{yy}=X,\qquad C_{12}\varepsilon_{xx}+(C_{11}+C_{12})\varepsilon_{yy}=0 .$$

Subtracting the second equation from the first gives $(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})=X$. The term with $\Xi_d$ is common to all valleys, and therefore

$$\delta E_x-\delta E_y=\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})=\frac{\Xi_uX}{C_{11}-C_{12}}\equiv u\,kT .\qquad\blacksquare$$

The dimensionless number $u$ is the splitting in units of the thermal energy. Small stress means $|u|\ll1$.

## Lemma 2: the populations

*To first order, $\delta N_i/N_i=-(\delta E_i-\overline{\delta E})/kT$, where the bar is the average over valleys. For stress along $[100]$ this is $-2u/3$ for the $x$ pair and $+u/3$ for the $y$ and $z$ pairs.*

**Proof.** Since the masses are unchanged, every valley keeps the same density of states measured from its own edge. In the nondegenerate limit $N_i\propto e^{(\zeta-E_i)/kT}$. Fixing the sum at $N$ eliminates $\zeta$. With $\nu$ equivalent valley pairs,

$$N_i=N\,\frac{e^{-\delta E_i/kT}}{\sum_je^{-\delta E_j/kT}}
\simeq \frac N\nu\,\frac{1-\delta E_i/kT}{1-\overline{\delta E}/kT}
\simeq\frac N\nu\left[1-\frac{\delta E_i-\overline{\delta E}}{kT}\right].$$

A common shift cancels, so $\Xi_d$ has no effect. For stress along $[100]$, $\nu=3$ and $\overline{\delta E}=\delta E_y+u\,kT/3$. The deviations from the mean are $+2u\,kT/3$ for $x$ and $-u\,kT/3$ for $y$ and $z$. $\blacksquare$

## Lemma 3: the conductivity of one valley

*A valley with electron density $N_i$ and axis $\mathbf n_i$ has the conductivity*

$$\sigma_i=eN_i\left[\mu_t\mathbf 1+(\mu_l-\mu_t)\mathbf n_i\mathbf n_i\right],\qquad \frac{\mu_t}{\mu_l}=\frac{m_l}{m_t},$$

*with mobilities that do not depend on the edge energy.*

**Proof.** In a field $\mathbf F$ the force on an electron is $-e\mathbf F$. The stationary Boltzmann equation for the first-order change $f_1$ of the equilibrium occupation $f_0$ is

$$-e\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial w}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad f_1=e\tau\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial w}.$$

The current density is $-e$ times the sum of $\mathbf v f_1$ over states, so

$$\sigma_{i,ab}=2e^2\int\frac{d^3k}{(2\pi)^3}\,\tau(w)\,v_av_b\left(-\frac{\partial f_0}{\partial w}\right).$$

Along the principal axes $w=\tfrac12\hbar^2\sum_ak_a^2/m_a$. Put $k_a=\sqrt{m_a}\,q_a$. Then $w=\tfrac12\hbar^2q^2$ depends on the length of $\mathbf q$ alone, and $v_a=\hbar k_a/m_a=\hbar q_a/\sqrt{m_a}$. The volume factor $\sqrt{m_lm_t^2}$ is common to all components. The angular average of $q_aq_b$ is $q^2\delta_{ab}/3$. Hence $\sigma_i$ is diagonal, with components proportional to $1/m_a$, whatever the function $\tau(w)$.

For nondegenerate electrons $-\partial f_0/\partial w=f_0/kT$ and $f_0=e^{(\zeta-E_i)/kT}e^{-w/kT}$. Both $\sigma_i$ and $N_i$ contain the factor $e^{(\zeta-E_i)/kT}$, which cancels in their ratio. The mobilities are therefore independent of the edge energy. $\blacksquare$

## Proof of the theorem

Without stress each pair holds $N/3$ electrons per unit volume. For a current along $x$, one pair responds with $\mu_l$ and two with $\mu_t$, so $\sigma_0=\tfrac13eN(\mu_l+2\mu_t)$. With the populations of Lemma 2,

$$\sigma_{xx}=\frac{eN}3\left[\mu_l\left(1-\frac{2u}3\right)+2\mu_t\left(1+\frac u3\right)\right],$$

$$\sigma_{yy}=\frac{eN}3\left[\mu_t\left(1-\frac{2u}3\right)+\mu_l\left(1+\frac u3\right)+\mu_t\left(1+\frac u3\right)\right].$$

Subtract $\sigma_0$, divide by it, and define $A=(\mu_t-\mu_l)/(\mu_l+2\mu_t)=(K-1)/(2K+1)$:

$$\frac{\delta\sigma_{xx}}{\sigma_0}=\frac{2u}3A,\qquad \frac{\delta\sigma_{yy}}{\sigma_0}=-\frac u3A .$$

The unstrained conductivity is isotropic, so inversion of the tensor to first order gives $\delta\rho_{ab}/\rho_0=-\delta\sigma_{ab}/\sigma_0$. Division by $X$, with $u/X=\Xi_u/[(C_{11}-C_{12})kT]$, gives $\pi_{11}$ and $\pi_{12}$.

A stress $X_{xy}$ produces a strain with $\varepsilon_{xy}=\varepsilon_{yx}$ as its nonzero components. Then $\mathrm{Tr}\,\varepsilon=0$ and $\mathbf n\cdot\varepsilon\cdot\mathbf n=0$ for every $\langle100\rangle$ axis. No edge moves, and $\pi_{44}=0$. $\blacksquare$

**Remark 1 (sign and size).** For $\Xi_u>0$ and $K>1$, tension along $x$ raises the $x$ valleys. Electrons leave them for valleys that have the light mass along $x$, and $\rho_{xx}$ falls. At $K=1$ the effect vanishes, because moving electrons between valleys with isotropic mobility changes nothing. For $K\to\infty$, $A\to\tfrac12$.

**Remark 2 (other directions).** Let the stress $X$ and the current both lie along a unit vector $\mathbf d$. The diagonal part of Hooke's law is $Xd_a^2=(C_{11}-C_{12})\varepsilon_{aa}+C_{12}\mathrm{Tr}\,\varepsilon$. Subtracting its average over $a$ gives $\varepsilon_{aa}-\tfrac13\mathrm{Tr}\,\varepsilon=X(d_a^2-\tfrac13)/(C_{11}-C_{12})$, so the relative population changes are $-u(d_a^2-\tfrac13)$. These sum to zero. In $\delta\sigma_{aa}$ the term with $\mu_t\mathbf 1$ therefore drops out, leaving $\delta\sigma_{aa}/\sigma_0=Au(d_a^2-\tfrac13)$. Since $\sum_ad_a^2=1$, the longitudinal coefficient is

$$\pi_L(\mathbf d)=-\frac{Au}{X}\left(\sum_ad_a^4-\frac13\right)=\frac{\pi_{11}}2\left(3\sum_ad_a^4-1\right).$$

It equals $\pi_{11}/4$ along $[110]$ and zero along $[111]$, where the stress treats the three pairs alike. These values, like $\pi_{44}=0$, rest on assumption 3 and are not required by symmetry. A shear $\varepsilon_{xy}$ can add an $xy$ component to the inverse mass of the $z$ valleys at first order. In n-type silicon this gives $\pi_{44}$ of order $-0.1\ \text{GPa}^{-1}$, which contributes $\pi_{44}/2$ along $[110]$ and $2\pi_{44}/3$ along $[111]$.

**Remark 3 (intervalley scattering).** Assumption 4 fails when scattering between valleys on different axes matters, because its rate depends on the splitting. Suppose $\tau$ remains a scalar in each valley, all pairs of different valley axes are equivalent, and the mean mobility is differentiable in the splittings. Its first-order change in valley $i$ is then proportional to $\sum_{j\ne i}(\delta E_j-\delta E_i)=-3(\delta E_i-\overline{\delta E})$. Write it as $\delta\mu_i/\mu_i=g(T)(\delta E_i-\overline{\delta E})/kT$, with $g$ dimensionless. Adding it to Lemma 2 multiplies every coefficient by $1-g(T)$. The ratio $\pi_{12}/\pi_{11}=-\tfrac12$ survives, but the $1/T$ law does not unless $g$ is constant.

## Proposition 1: valleys on the $\langle111\rangle$ axes

*With the same assumptions, $\pi_{11}=\pi_{12}=0$ and*

$$\pi_{44}=-\frac13\,\frac{K-1}{2K+1}\,\frac{\Xi_u}{C_{44}\,kT}.$$

**Proof.** There are four axes, with $n_a^2=\tfrac13$. Stress along a cube axis gives a diagonal strain, so $\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac13\mathrm{Tr}\,\varepsilon$ for every valley. There is no splitting, hence $\pi_{11}=\pi_{12}=0$.

For a shear stress $X_{xy}$, $2\varepsilon_{xy}=X_{xy}/C_{44}$. Write $n_xn_y=s/3$, where $s=+1$ for two axes and $-1$ for the other two. The shifts $\delta E=2n_xn_y\varepsilon_{xy}\Xi_u=s\,\Xi_uX_{xy}/(3C_{44})$ average to zero. With $N/4$ electrons per axis and the population changes $-\delta E/kT$,

$$\sigma_{xy}=\frac{eN}4(\mu_l-\mu_t)\sum_{\text{4 axes}}\frac s3\left(1-\frac{s\,\Xi_uX_{xy}}{3C_{44}kT}\right)=-\frac{eN}9(\mu_l-\mu_t)\frac{\Xi_uX_{xy}}{C_{44}kT}.$$

The average of $\mathbf n\mathbf n$ is $\tfrac13\mathbf 1$, so $\sigma_0$ is again $\tfrac13eN(\mu_l+2\mu_t)$. The ratio is $\sigma_{xy}/\sigma_0=\tfrac13A\,\Xi_uX_{xy}/(C_{44}kT)$, and inversion changes its sign. $\blacksquare$

## Proposition 2: finite splitting

*For $\langle100\rangle$ valleys and stress along $[100]$, with the edge shifts still linear in stress,*

$$\frac{\rho_{xx}}{\rho_0}=\frac{(2K+1)(e^{-u}+2)}{3(e^{-u}+2K)}
=1-\frac{2A}3u\left[1-\frac{2K-1}{2(2K+1)}u\right]+O(u^3).$$

**Proof.** The pairs have weights $e^{-u},1,1$, so $\sigma_{xx}=eN(\mu_le^{-u}+2\mu_t)/(e^{-u}+2)$. The conductivity tensor is diagonal, and $\rho_{xx}=1/\sigma_{xx}$ gives the first form. For the expansion, set $h=1-e^{-u}=u-\tfrac12u^2+O(u^3)$ and write

$$\frac{\rho_{xx}}{\rho_0}=\frac{2K+1}3\left[1-\frac{2(K-1)}{2K+1-h}\right]
=1-\frac{2A}3\left[h+\frac{h^2}{2K+1}\right]+O(h^3).$$

Inserting $h$ gives the bracket $u-u^2\left[\tfrac12-\tfrac1{2K+1}\right]$, which is the stated result. $\blacksquare$

For $u\to+\infty$ the $x$ valleys are empty and the ratio tends to $(2K+1)/(3K)$. For $u\to-\infty$ all electrons are in the $x$ valleys and it tends to $(2K+1)/3$. For $K>1$ the response to tension and compression is therefore asymmetric beyond first order.

## Proposition 3: degenerate electrons

*If assumption 2 is dropped and $\tau\propto w^{-1/2}$, the coefficients of the theorem and of Proposition 1 are multiplied by*

$$P(\eta)=\frac1{(1+e^{-\eta})\ln(1+e^{\eta})},$$

*where $\eta$ is the unstrained chemical potential above the valley edge, divided by $kT$.*

**Proof.** Let $\eta_i=(\zeta-E_i)/kT$. Every valley has the same density as a function of $\eta_i$, so fixed $N$ requires $\sum_i\delta\eta_i=0$ to first order. Hence $\delta\eta_i=-(\delta E_i-\overline{\delta E})/kT$, the quantity that Lemma 2 gave for $\delta N_i/N_i$.

In the integral of Lemma 3 the density of states supplies $w^{1/2}$ and $v_av_b$ supplies $w$. The valley conductivity is then proportional to

$$\int_0^\infty w^{3/2}w^{-1/2}\left(-\frac{\partial f_0}{\partial w}\right)dw=\int_0^\infty f_0\,dw=kT\ln(1+e^{\eta_i}),$$

by partial integration with vanishing boundary terms. Its relative change is $P\,\delta\eta_i$, where $P$ is the derivative of $\ln\ln(1+e^\eta)$. The sum over valleys proceeds as before with this extra factor. $\blacksquare$

For $\eta\to-\infty$, $P\to1$. For large positive $\eta$, $P\to1/\eta$, and $kT$ in the coefficient is replaced by $\eta kT$, the Fermi energy above the edge. At fixed density this energy is independent of temperature to leading order, so the $1/T$ law is lost. Unlike the nondegenerate result, the factor depends on the scattering law: for $\tau\propto w^{s}$ the valley conductivity grows as $\eta^{s+3/2}$ at large $\eta$, so $P\to(s+\tfrac32)/\eta$.

## Example

Take the round model parameters $m_l=0.9$ and $m_t=0.2$ electron masses, $\Xi_u=9$ eV, $C_{11}=160$ GPa and $C_{12}=60$ GPa. Then $K=4.5$ and $A=3.5/10=0.35$. At 300 K, $kT=25.85$ meV. A tension of 10 MPa along $[100]$ gives

$$u\,kT=\frac{9\ \text{eV}\times0.010\ \text{GPa}}{100\ \text{GPa}}=0.900\ \text{meV},\qquad u=\frac{0.900}{25.85}=0.0348 .$$

To first order, the $x$ pair loses 2.32 % of its electrons, and the $y$ and $z$ pairs gain 1.16 % each. The linear resistivity change is $-\tfrac23\times0.35\times0.0348=-0.81\,\%$, so

$$\pi_{11}=-0.812\ \text{GPa}^{-1}=-81.2\times10^{-11}\ \text{Pa}^{-1}.$$

At 200 K and 400 K, with the other parameters held fixed, $\pi_{11}$ is $-1.218$ and $-0.609\ \text{GPa}^{-1}$.

The linear law wears out as $u$ grows. By Proposition 2 the leading correction reduces the linear change by the fraction $0.4u$ of itself, or 1.4 % at a tension of 10 MPa. At 100 MPa the linear change is $-8.1\,\%$ and the finite-splitting result $-7.1\,\%$. At 500 MPa, where $u=1.74$, the linear law gives $-41\,\%$. This lies beyond the saturation value $1/1.35-1=-26\,\%$, while Proposition 2 gives $-21\,\%$. Compression of the same size gives $+75\,\%$.

For $\tau\propto w^{-1/2}$ at 300 K, $P=0.99$ at a density of $5.2\times10^{17}\ \text{cm}^{-3}$, $0.72$ at $2.2\times10^{19}\ \text{cm}^{-3}$ and $0.31$ at $1.3\times10^{20}\ \text{cm}^{-3}$. In this model the nondegenerate formula is thus good to about 1 % at the first density and too large by a factor of about three at the last. That factor belongs to $\tau\propto w^{-1/2}$. At the last density the reduction factor is $0.41$, $0.50$ and $0.64$ for $\tau\propto w^{0}$, $w^{1/2}$ and $w^{3/2}$, and at such doping impurity scattering cannot be neglected.

The numerical output compares the coefficients of the theorem and of Proposition 1, the longitudinal coefficients along $[110]$ and $[111]$, the finite-splitting formula and the factor $P$ with Boltzmann conductivities summed over a three-dimensional grid of wave vectors, the chemical potential being found at fixed density. The tests require relative agreement within $10^{-3}$ for the nonzero nondegenerate coefficients and within $2\times10^{-3}$ for $P$. At 300 K, $\pi_{11}$ is tested with two scattering laws, $\tau\propto w^{\pm1/2}$; all other tests use $\tau\propto w^{-1/2}$. The tests check the populations, the transport sums and the tensor algebra; the grid calculation shares assumptions 1, 3 and 4, so it does not test whether a given crystal satisfies them.

## Computed values

```
masses m_l, m_t = 0.9, 0.2 m0; K = 4.500; (K-1)/(2K+1) = 0.3500
Xi_u = 9.0 eV, Xi_d = 1.0 eV
C11, C12, C44 = 160.0, 60.0, 80.0 GPa
kT at 300 K = 25.852 meV
T = 200 K: pi11 formula -1.2185, k grid -1.2186 1/GPa
T = 300 K: pi11 formula -0.8123, k grid -0.8124 1/GPa
T = 400 K: pi11 formula -0.6092, k grid -0.6093 1/GPa
pi11 at 300 K with tau ~ E^(+1/2), k grid = -0.8123 1/GPa
pi11 at 300 K = -81.2 x 1e-11 1/Pa
pi12 at 300 K: formula 0.4062, k grid 0.4062 1/GPa
pi44 at 300 K, <100> valleys, k grid: |pi44| = 0.0e+00 1/GPa
longitudinal [110]: formula -0.2031, k grid -0.2031 1/GPa
longitudinal [111], k grid: magnitude 5.9e-13 1/GPa
<111> valleys, pi44: formula -0.5077, k grid -0.5076 1/GPa
300 K, stress along [100]; changes of resistivity in percent
X = 10 MPa: u = 0.0348, linear -0.812, all orders -0.801, k grid -0.801
  splitting = 0.900 meV
  linear population changes: x pair -2.321 %, y and z pairs 1.160 %
  fractions on k grid: x 0.32564, y 0.33718, z 0.33718
X = -10 MPa: u = -0.0348, linear 0.812, all orders 0.824, k grid 0.824
X = 100 MPa: u = 0.3481, linear -8.123, all orders -7.068, k grid -7.069
X = 500 MPa: u = 1.7407, linear -40.616, all orders -20.970, k grid -20.972
X = -500 MPa: u = -1.7407, linear 40.616, all orders 74.616, k grid 74.635
relative departure from linearity per unit u: formula 0.4000, k grid 0.4001
limits of rho/rho0: tension 0.7407, compression 3.3333
300 K, loss of response with electron density (six valleys)
eta = -4: density 5.199e+17 cm^-3, P formula 0.9910, k grid 0.9911
eta = -2: density 3.694e+18 cm^-3, P formula 0.9391, k grid 0.9392
eta = 0: density 2.186e+19 cm^-3, P formula 0.7213, k grid 0.7213
eta = 2: density 8.067e+19 cm^-3, P formula 0.4141, k grid 0.4141
eta = 3: density 1.282e+20 cm^-3, P formula 0.3125, k grid 0.3125
```
